Radial pattern shift when a bowed silicon wafer is flattened

**Question**

A silicon wafer for direct bonding has thickness h = 775 µm and radius R = 150 mm. Free of load and with the effect of gravity removed, it is a shallow spherical bowl with its edge higher than its centre. Its bow, the height difference between the mid-plane at the edge and at the centre, is B = 10 µm. The upper face carries a pattern.

A chuck then pulls the wafer flat. Unless a part says otherwise, the wafer is free of stress in its bowed shape, the lower face slides without friction, and the material is linear and isotropic in the plane. Use the rough values E = 130 GPa for Young's modulus, ν = 0.28 for Poisson's ratio, 2.6 ppm/K for thermal expansion and 2330 kg/m³ for density.

Let r be the distance from the axis and z the height above the mid-plane, so that the upper, concave face is z = +h/2. A radial displacement is positive outward.

**(a) Find the curvature κ of the free wafer from B and R.**

*Model answer.* Let ρ be the radius of the sphere. The centre of the sphere lies on the axis, a height ρ above the lowest point of the mid-plane and ρ − B above the plane of its edge. Pythagoras' theorem for a point on the edge gives

(ρ − B)² + R² = ρ²

R² = 2ρB − B²

κ = 1/ρ = 2B/(R² + B²) ≈ 2B/R².

The neglected term is smaller than R² by the factor B²/R², which is of order 10⁻⁹. With numbers,

κ = 2 × 10 × 10⁻⁶ m / (0.150 m)² = 8.889 × 10⁻⁴ m⁻¹,

a radius of curvature of 1125 m. Near the axis of so large a sphere the mid-plane has height w = κr²/2 and slope dw/dr = κr.

**(b) Find the radial shift of the pattern, relative to the free wafer, in pure bending. Evaluate it at r = 50, 100 and 150 mm, and find the surface stress. What would happen to a pattern on the lower face?**

*Model answer.* In pure bending a line of material normal to the mid-plane stays straight and normal to it. In the free bowl the mid-plane rises outward with slope κr, so its upward normal leans towards the axis by the small angle κr. A material point a distance z along that normal therefore lies at the horizontal radius r − zκr. When the wafer is flat the normal is vertical and the point lies at r. Its displacement is

u = r − (r − zκr) = zκr.

This takes the mid-plane to be unstrained, which has to be justified. Suppose that flattening also produced a uniform mid-plane strain e₀. The radial and hoop strains would then be equal:

ε_r = du/dr = e₀ + zκ,  ε_θ = u/r = e₀ + zκ.

With no stress through the thickness, equal in-plane strains ε give equal in-plane stresses Mε, where M = E/(1 − ν) is the biaxial modulus. The force per unit length is

N = ∫ M(e₀ + zκ) dz = Mhe₀,

with z running from −h/2 to h/2. A sliding contact supplies no net in-plane force, so N = 0 and e₀ = 0. On the upper face, z = h/2 and

u = κhr/2 = hBr/R²,

which at the edge becomes

u(R) = hB/R.

The concave face moves outward because it was on the short side of the bend. The lower, convex face has z = −h/2 and moves inward by the same amount.

The shift is proportional to r, so it is a pure magnification, of relative size κh/2 = 0.3444 ppm. At the edge,

u(R) = (775 × 10⁻⁶ m)(10 × 10⁻⁶ m)/(0.150 m) = 51.67 nm,

or about 52 nm. At 50 mm and 100 mm the shifts are 17.2 nm and 34.4 nm.

No elastic constant appears in u, because the flat shape is imposed and the strain follows from geometry. The constants enter the stress. Here M = 181 GPa, so the surface stress is Mκh/2 = 62 kPa, tensile on the upper face.

A (001) silicon wafer is elastically anisotropic in its plane. This does not alter the shift: if the stiffness is uniform through the thickness, the stresses caused by the strain zκ cancel between the upper and lower halves, so e₀ is still zero. The fourfold symmetry matters for the stress. Equal biaxial strain is unchanged by a quarter turn, so the stress it causes must be unchanged too, and is also equal in both directions.

The formula can be compared with a finite-element solution of three-dimensional linear elasticity that does not assume straight normals. The lower face is moved vertically by −κr²/2 and left free to slide. At r = 75 mm both the solution and the formula give 25.833 nm. At the edge the solution gives 51.41 nm, 0.5 % less than the formula. Pure bending cannot hold right up to a free rim, because it has a radial stress Mzκ there and a free side face carries none. To keep the lower face flat to its edge, the chuck in this solution must pull the outermost rim down with more than 60 kPa, comparable with vacuum suction; weaker suction lets the rim lift and lowers the edge shift further.

**(c) Suppose instead that each point of the lower face is held at the horizontal position it had in the free wafer. Find the shift of the upper face.**

*Model answer.* The rotation of the normals still moves the upper face outward relative to the lower face by hκr. Now the lower face has zero displacement, so

u = (z + h/2)κr,

and the upper face moves by

u = hκr = 2hBr/R².

This is twice the sliding result, or 103.3 nm at the edge. The elastic solution with the lower face held gives 102.5 nm there.

The mid-plane is now stretched by κh/2, and the wafer carries the uniform tension N = Mκh²/2. A uniform, equal biaxial tension is in equilibrium without any shear traction from the chuck. The chuck must grip where N falls to zero, in a zone next to the free rim. With a friction coefficient f and a contact pressure p, the width of this zone is about N/(fp). For N = 48 N/m, f = 0.3 and p = 80 kPa it is 2 mm; weaker friction or suction makes it wider. The wafer slips within this zone, so the shift at a real edge is somewhat less than 2hB/R. The result in (b) thus depends on the contact as well as on the bow: "pure bending" includes the condition that no net in-plane force acts.

**(d) A sphere cannot be flattened without stretching its mid-plane. For the sliding wafer, find the resulting edge displacement and the condition under which (b) is a good approximation.**

*Model answer.* Let a mid-plane point at horizontal radius r in the bowl move to r + U(r) in the flat wafer. A radial element had the length dr√(1 + κ²r²) ≈ dr(1 + κ²r²/2) and now has the length dr(1 + U′). A circle of circumference 2πr becomes one of circumference 2π(r + U). To leading order,

ε_r = U′ − κ²r²/2,  ε_θ = U/r.

The forces per unit length, N_r and N_θ, are proportional to ε_r + νε_θ and ε_θ + νε_r. Without friction, radial equilibrium requires

d(rN_r)/dr = N_θ.

The source term in ε_r grows as r², which suggests U = Ar + Cr³. Apart from the common stiffness factor,

N_r: (1 + ν)A + [(3 + ν)C − κ²/2]r²

N_θ: (1 + ν)A + [(1 + 3ν)C − νκ²/2]r².

In d(rN_r)/dr the constant term is unchanged and the r² term is multiplied by 3. The constant terms therefore balance, and the r² terms require

3(3 + ν)C − 3κ²/2 = (1 + 3ν)C − νκ²/2

8C = (3 − ν)κ²/2

C = (3 − ν)κ²/16.

The remaining solution of the homogeneous equation, 1/r, is excluded because U must vanish at the centre. The free edge requires N_r(R) = 0:

(1 + ν)A = −[(3 + ν)(3 − ν)/16 − 8/16]κ²R² = −(1 − ν²)κ²R²/16

A = −(1 − ν)κ²R²/16.

Hence

U = κ²[(3 − ν)r³ − (1 − ν)R²r]/16.

At r = R the terms in ν cancel, and κ = 2B/R² gives

U(R) = κ²R³/8 = B²/(2R).

This is 0.333 nm. Its ratio to the bending shift is

[B²/(2R)]/[hB/R] = B/(2h),

here 0.65 %. Pure bending is thus a good approximation when B ≪ 2h, whatever the radius, provided that the slope is small. Bending is linear in the bow while stretching is quadratic, so the approximation fails when the bow becomes comparable with the thickness.

At the edge, stretching adds the same outward shift to both faces; nearer the axis, where r² < (1 − ν)R²/(3 − ν), U is negative and the added shift is inward. Added to the bending shift at the edge, the stretching gives +52.0 nm for the concave face and −51.3 nm for the convex one. The rim effect found in (b) is of similar size, so the tenths of a nanometre in these two values should not be read as a prediction for a real edge.

**(e) The shifts above are measured from the free wafer, but patterns are printed on a flat chuck. Find the shift of the flattened pattern from its printed position (i) if nothing is done to the wafer between printing and bonding, and (ii) if the wafer was flat and relaxed when printed, and a thin tensile film then deposited on the patterned face caused the whole bow.**

*Model answer.* (i) The shift is zero. Release from the first chuck moves the pattern by −hBr/R², and flattening on the second moves it by +hBr/R². This assumes elastic behaviour, equal temperature and the same sliding contact on both chucks.

(ii) Let the film pull with force F per unit length. Measured from the relaxed, flat wafer, the strain in the free, bowed wafer is e₀ − κz, since the concave side is shortened. To leading order in the film thickness, the film acts at z = h/2 and F is the same in the free and flat states. Zero total force requires

Mhe₀ + F = 0, so e₀ = −F/(Mh).

Zero total moment about the mid-plane requires

∫ M(e₀ − κz)z dz + Fh/2 = −Mκh³/12 + Fh/2 = 0,

so κ = 6F/(Mh²), or F/(Mh) = κh/6. The strain of the upper face in the free wafer is

e₀ − κh/2 = −κh/6 − κh/2 = −2κh/3.

Multiplying by R and using κhR = 2hB/R gives the edge shift from the printed position:

free: −(4/3)hB/R = −68.9 nm.

The chuck removes the curvature by supplying a moment but no net force, so e₀ is unchanged:

flat: −κhR/6 = −(1/3)hB/R = −17.2 nm.

The difference between the two states is +hB/R, the flattening shift of (b). These values leave out the mid-plane stretching of (d), which would draw the edge of the free wafer inward by a further B²/(2R) = 0.33 nm. The shift that remains on the flat wafer, −17.2 nm, is one third of hB/R in size and opposite in sign to the flattening shift, because it is the uniform compression that balances the film tension.

The film force needed is F = Mκh²/6 = 16.1 N/m, equivalent to 16.1 MPa in a film 1 µm thick. A layered-plate calculation with such a film, given the modulus of the wafer, yields −68.9 nm and −17.3 nm, so its finite thickness matters little here.

**(f) Estimate the effect on the edge shift of a 2 mm rim that overhangs the chuck. Find the gravity sag of the wafer when supported on a ring at its edge, and the edge shift caused by a temperature difference of 1 K between the two wafers to be bonded. Discuss what these numbers mean for a real bond.**

*Model answer.* *Rim.* Let w now be the height of the mid-plane on the chuck. An unloaded, narrow rim has no radial bending moment. This moment is proportional to (w″ − κ) + ν(w′/r − κ), since the relaxed shape has curvature κ in both directions. Close to the flat region w′/r is negligible, so

w″ = (1 + ν)κ.

If the chuck holds the wafer flat right up to the chuck's edge, the slope recovers by (1 + ν)κL over an overhang L, and the upper face loses (1 + ν)κLh/2 of its outward shift. This is 0.441 nm per millimetre, or about 0.9 nm for 2 mm. The elastic solution gives a loss of 0.85 nm relative to a wafer supported up to its edge. That wafer has already lost 0.26 nm at its rim, as found in (b), so measured from hB/R the loss is 1.1 nm. A real chuck has finite suction, so the wafer lifts slightly before the edge of the chuck and the loss is larger.

*Gravity.* The weight per unit area is q = 17.7 Pa, and the bending stiffness is D = Eh³/[12(1 − ν²)] = 5.47 N m. The downward deflection y obeys D∇⁴y = q. Since ∇⁴r⁴ = 64, the solution that is regular at the centre is

y = qr⁴/(64D) + ar² + b.

The edge moment vanishes when y″ + νy′/r = 0 at r = R:

(12 + 4ν)qR²/(64D) + 2(1 + ν)a = 0

a = −2(3 + ν)qR²/[64(1 + ν)D].

The condition y(R) = 0 then gives the sag at the centre:

b = [qR⁴/(64D)][2(3 + ν)/(1 + ν) − 1] = (5 + ν)qR⁴/[64(1 + ν)D] = 106 µm.

This is about ten times the bow. The value is rough: it uses rough elastic constants, neglects the in-plane anisotropy of silicon and neglects mid-plane stretching. The cubic elastic constants of a (001) wafer give about 103 µm, and stretching lowers the isotropic value to about 105 µm. A bow measured on such a ring must be corrected for gravity before it is put into hB/R.

*Temperature.* A uniform difference of 1 K shifts one edge relative to the other by

(2.6 × 10⁻⁶ K⁻¹)(0.150 m)(1 K) = 390 nm.

The whole bending shift corresponds to 0.132 K.

*The real case.* The diameter and thickness are those of a standard 300 mm silicon wafer. Stressed films can cause a bow larger than 10 µm: by the formula in (e), a film 1 µm thick with a tensile stress of about 160 MPa would give 100 µm. The bending shift grows in proportion to the bow. Two assumptions need particular care. The first is free sliding: a lower face that is held doubles the shift, from 52 to 103 nm. The second is the spherical shape. For another shallow free shape w(x, y), flattened without in-plane force, the argument of (b) gives an upper-face shift of (h/2)∇w, provided that w varies only over lengths much larger than h and that mid-plane stretching is negligible. For the saddle w = c(x² − y²)/2 this shift is (h/2)(cx, −cy), outward along x and inward along y for positive c. A single change of scale cannot remove it, though separate scales along these two axes can.

Flattening contributes to the error in a bond through the difference between the shifts of the two mating faces. Any deformation while a wafer is released and the bond front spreads comes on top of this and is not modelled here. Two equal wafers bonded concave face to concave face both expand by 52 nm at the edge, and this contribution cancels. If one of them is replaced by a wafer that was flat from the start, the full 52 nm remains, provided that the patterns matched in the free state. If they were printed on flat chucks, the results of (e) apply instead. The numerical output below lists the main values.

Computed results

```
thickness h = 775 um
radius R = 150 mm
bow B = 10 um
Young modulus (rough) = 130 GPa
Poisson ratio (rough) = 0.28
thermal expansion (rough) = 2.6 ppm/K
density (rough) = 2330 kg/m^3
curvature = 8.889e-04 1/m
radius of curvature = 1125 m
magnification = 0.3444 ppm
bending shift at r = 50 mm: 17.22 nm
bending shift at r = 100 mm: 34.44 nm
bending shift at r = 150 mm: 51.67 nm
elasticity, sliding, r = 75 mm: 25.833 nm
formula, sliding, r = 75 mm: 25.833 nm
elasticity, sliding, edge: 51.41 nm
mid-plane stretching at edge = 0.333 nm
stretching / bending = 0.65 %
concave face, edge, with stretching = +52.00 nm
convex face, edge, with stretching = -51.33 nm
biaxial modulus = 181 GPa
surface stress when flat = 62 kPa
held lower face, formula, edge = 103.3 nm
held lower face, elasticity, edge = 102.5 nm
rim loss per mm overhang, formula = 0.441 nm
rim loss per mm, elasticity = 0.445 nm
loss at edge for 2 mm overhang = 0.85 nm
film force giving this bow = 16.1 N/m
film stress at 1 um thickness = 16.1 MPa
film case, free, edge, formula = -68.9 nm
film case, flat, edge, formula = -17.2 nm
film case, free, edge, layered plate = -68.9 nm
film case, flat, edge, layered plate = -17.3 nm
plate stiffness D = 5.47 N m
weight per area = 17.7 Pa
gravity sag on edge ring = 106 um
thermal edge shift for 1 K = 390 nm
temperature equal to bending shift = 0.132 K
```
